# Image-charge self-energy at the midplane of a silicon film

An electron in a thin silicon film polarizes the oxide on both sides. Silicon dioxide has the lower permittivity, so it screens the electron less well than the silicon it replaces. If both oxides are thick, the electron's energy is therefore higher than in bulk silicon. This shift adds to the kinetic energy of confinement. Its size at the film's midplane follows from an infinite set of image charges, whose sum has a closed form.

## Result and conventions

The film has thickness \(t\) and occupies \(-t/2<z<t/2\). Its relative permittivity is \(\varepsilon_s\), and that of the insulator on both sides is \(\varepsilon_{ox}\). With

\[
C=\frac{e^2}{4\pi\varepsilon_0},\qquad
\gamma=\frac{\varepsilon_s-\varepsilon_{ox}}{\varepsilon_s+\varepsilon_{ox}},
\]

the energy of a carrier at \(z=0\), relative to the same carrier in unbounded film material, is

\[
\boxed{U=\frac{C}{\varepsilon_s t}\ln\frac{\varepsilon_s+\varepsilon_{ox}}{2\varepsilon_{ox}}}
\]

The logarithm contains the permittivities; the thickness enters as \(1/t\). The result holds for a classical point charge, sharp planar interfaces, local linear static permittivities, no screening by other carriers, and oxides thick enough to be treated as half-spaces. How thick that is depends on the permittivities and is worked out below.

The shift is positive for \(\varepsilon_{ox}<\varepsilon_s\), zero for equal permittivities and negative for \(\varepsilon_{ox}>\varepsilon_s\). It is the same for electrons and holes, because reversing the charge also reverses the potential it induces. For nearly equal permittivities, code should evaluate the logarithm as \(\operatorname{log1p}[(\varepsilon_s-\varepsilon_{ox})/(2\varepsilon_{ox})]\), which avoids loss of digits.

## One interface

Let a charge \(q\) in the film face a single interface. Write \(R\) for the distance from the charge and \(R'\) for the distance from its mirror point. Try

\[
\phi_{film}=\frac{q}{4\pi\varepsilon_0\varepsilon_s}\left(\frac1R+\frac{\gamma}{R'}\right),\qquad
\phi_{ox}=\frac{q}{4\pi\varepsilon_0\varepsilon_s}\frac{\tau}{R},
\]

with \(\gamma\) and \(\tau\) unknown. On the interface \(R=R'\), while the normal derivatives of \(1/R\) and \(1/R'\) are equal and opposite. Continuity of the potential and of the normal displacement therefore requires

\[
1+\gamma=\tau,\qquad \varepsilon_s(1-\gamma)=\varepsilon_{ox}\tau .
\]

Eliminating \(\tau\) gives \(\varepsilon_s-\varepsilon_{ox}=\gamma(\varepsilon_s+\varepsilon_{ox})\), which is the \(\gamma\) defined above. It also gives the identity needed next,

\[
\varepsilon_s(1-\gamma)=\varepsilon_{ox}(1+\gamma).
\]

## Two interfaces

Each image must itself be reflected in the opposite interface. For a charge at \(z=0\), repeated reflection puts charges \(\gamma^n q\) at \(z=\pm nt\), \(n=1,2,\ldots\). To show that the whole set satisfies the boundary conditions, let \(\rho\) be the in-plane distance from the charge and define

\[
S(\rho,z)=\sum_{n=0}^{\infty}\frac{\gamma^n}{\sqrt{\rho^2+(z+nt)^2}} .
\]

This is the sum over the real charge and all images to its left. An image on the right, at \((n+1)t\), has charge factor \(\gamma^{n+1}\) and axial distance \((n+1)t-z=(t-z)+nt\). The right-hand images therefore sum to \(\gamma S(\rho,t-z)\), and

\[
\phi_{film}=\frac{q}{4\pi\varepsilon_0\varepsilon_s}\left[S(\rho,z)+\gamma S(\rho,t-z)\right].
\]

In the right-hand oxide take

\[
\phi_{ox}=\frac{q}{4\pi\varepsilon_0\varepsilon_s}(1+\gamma)S(\rho,z).
\]

At \(z=t/2\) the two arguments of \(S\) coincide, so both potentials are proportional to \((1+\gamma)S\). The derivative of \(S(\rho,t-z)\) carries an extra minus sign, so continuity of displacement requires \(\varepsilon_s(1-\gamma)=\varepsilon_{ox}(1+\gamma)\), the identity just found. The left interface follows by reflection symmetry. All images lie outside the film, and the sources used for each oxide lie outside that oxide, so no spurious charge has been introduced.

## From potential to energy

The direct term \(1/R\) gives the potential the charge would have in unbounded film material, and it is subtracted. The images at \(\pm nt\) contribute equally, so the induced potential at a charge \(q=e\) is

\[
\phi_{ind}=\frac{2e}{4\pi\varepsilon_0\varepsilon_s t}\sum_{n=1}^{\infty}\frac{\gamma^n}{n}.
\]

This potential exists only because the charge is there. If the charge is built up as \(\lambda e\), with \(\lambda\) running from 0 to 1, the induced potential is \(\lambda\phi_{ind}\), and the work is

\[
U=\int_0^1(\lambda\phi_{ind})\,e\,d\lambda=\frac{e\phi_{ind}}2
=\frac{C}{\varepsilon_s t}\sum_{n=1}^{\infty}\frac{\gamma^n}{n}.
\]

The factor one half cancels the factor two from the pair of images.

To sum the series, integrate a finite geometric sum:

\[
\sum_{n=1}^{N}\frac{\gamma^n}{n}
=\int_0^\gamma\frac{1-s^N}{1-s}\,ds
=-\ln(1-\gamma)-\int_0^\gamma\frac{s^N}{1-s}\,ds .
\]

For \(|\gamma|<1\), the denominator in the last integral is at least \(1-|\gamma|\), so that integral is at most

\[
\frac{|\gamma|^{N+1}}{(N+1)(1-|\gamma|)}
\]

in magnitude, and it vanishes as \(N\to\infty\). Since \(1-\gamma=2\varepsilon_{ox}/(\varepsilon_s+\varepsilon_{ox})\), the boxed result follows.

Two limits show the range of behaviour. When \(\varepsilon_{ox}\ll\varepsilon_s\), the logarithm tends to \(\ln(\varepsilon_s/2\varepsilon_{ox})\) and grows without bound as the ratio increases. When \(\varepsilon_{ox}\to\infty\), the outer regions act as grounded metals, \(\gamma\to-1\), and \(U\to-C\ln2/(\varepsilon_s t)\).

## Gates at a finite distance

Now let each oxide have thickness \(d\) and end on a grounded metal gate. Resolve the charge into in-plane waves of wavenumber \(k\). In the oxide, at distance \(s\) from the film, the potential must vanish at the gate and so varies as \(\sinh[k(d-s)]\). At the interface its logarithmic derivative with respect to \(s\) is \(-k\coth(kd)\). A film wave of unit amplitude travelling outward as \(e^{-kz}\) returns with amplitude \(r\), both measured at the interface, where

\[
\varepsilon_s(1-r)=\varepsilon_{ox}\coth(kd)(1+r),\qquad
r(k)=\frac{\varepsilon_s-\varepsilon_{ox}\coth(kd)}{\varepsilon_s+\varepsilon_{ox}\coth(kd)} .
\]

For a unit sheet charge at the midplane, the direct wave at either interface is \(b=e^{-kt/2}/(2\varepsilon_0\varepsilon_s k)\). Let \(B\) be the returning amplitude at each interface. The outgoing wave there consists of \(b\) plus the wave returned from the opposite interface, so

\[
B=r(b+Be^{-kt}),\qquad B=\frac{rb}{1-re^{-kt}} .
\]

The induced potential at the midplane is \(2Be^{-kt/2}\). Multiplying by \(e^2/2\) and integrating over in-plane wavevectors with measure \(k\,dk/(2\pi)\) gives

\[
U_g=\frac{C}{\varepsilon_s}\int_0^\infty\frac{r(k)e^{-kt}}{1-r(k)e^{-kt}}\,dk .
\]

For distant gates \(r=\gamma\). The integrand is then the derivative of \(t^{-1}\ln(1-\gamma e^{-kt})\), and the integral is \(-t^{-1}\ln(1-\gamma)\), in agreement with the image sum.

For large but finite \(d\), the gates matter at \(k\sim1/d\), where \(e^{-kt}\approx1\). There

\[
\frac r{1-r}=\frac12\left[\frac{\varepsilon_s}{\varepsilon_{ox}}\tanh(kd)-1\right].
\]

Subtracting the value without gates, for which \(\tanh(kd)\) is replaced by 1, gives

\[
U_g-U\simeq-\frac{C}{2\varepsilon_{ox}}\int_0^\infty[1-\tanh(kd)]\,dk
=-\frac{C\ln2}{2\varepsilon_{ox}d}.
\]

The integral is \(\ln2/d\), because \(1-\tanh x=2e^{-2x}/(1+e^{-2x})\). Setting \(e^{-kt}=1\) requires \(kt\ll1-r\), so this law is accurate only when \(d\gg\varepsilon_s t/(2\varepsilon_{ox})\) as well as \(d\gg t\). For \(\gamma>0\) it overestimates the size of the correction, because the change in the integrand, proportional to \(x/[(1-\gamma x)(1-rx)]\) with \(x=e^{-kt}\), is largest at \(x=1\); the condition that follows is then sufficient. The oxide is therefore thick in the required sense when, besides \(d\gg t\),

\[
\frac dt\gg\frac{\varepsilon_s\ln2}{2\varepsilon_{ox}\left|\ln[(\varepsilon_s+\varepsilon_{ox})/(2\varepsilon_{ox})]\right|}.
\]

A second closed form is available at \(d=t/2\). With \(x=e^{-kt}\), \(\tanh(kd)=(1-x)/(1+x)\), which gives \(r=(\gamma-x)/(1-\gamma x)\). Using \(dk=-dx/(tx)\),

\[
U_g=\frac{C}{\varepsilon_s t}\int_0^1\frac{\gamma-x}{1-2\gamma x+x^2}\,dx
=-\frac{C}{2\varepsilon_s t}\ln[2(1-\gamma)] .
\]

This vanishes at \(\gamma=1/2\): the repulsion due to the oxide and the attraction due to the gates then cancel at the midplane. It is a useful check on an implementation of the gated integral.

## Away from the midplane

For a charge at \(z\), an even number \(n\) of reflections puts images at distance \(nt\) on both sides. An odd number puts them at distances \(nt-2z\) and \(nt+2z\). With thick oxides,

\[
U(z)=\frac{C}{2\varepsilon_s}\left[\sum_{n\,even}\frac{2\gamma^n}{nt}
+\sum_{n\,odd}\gamma^n\frac{2nt}{n^2t^2-4z^2}\right],
\]

where \(n\ge1\). For \(\gamma>0\) every odd term is smallest at \(z=0\), so the boxed value is the minimum across the film. Near an interface, at distance \(s\), the first image dominates and \(U(z)\simeq C\gamma/(4\varepsilon_s s)\). A hard-wall state has density proportional to \(s^2\) there, so its average energy is finite. If the wavefunction penetrates the oxide, its density at the interface is nonzero and the \(1/s\) term is not integrable on the silicon side. On the oxide side the term is attractive, \(-C\gamma/(4\varepsilon_{ox}s)\), and larger in magnitude, so the two do not cancel. A finite-barrier solver must therefore regularize the singularity, for example with a smooth dielectric transition.

For \(\gamma>0\), the ground-subband shift in a hard-wall film lies between two values. It cannot be less than the minimum \(U(0)\), and by the variational principle it cannot exceed the average of \(U(z)\) over the unperturbed ground state.

## Worked example

Take an undoped film with \(t=5\) nm, \(\varepsilon_s=11.7\) and \(\varepsilon_{ox}=3.9\), the permittivities being rough typical values. Then \(\gamma=7.8/15.6=0.5\), and

\[
U=\frac{1.43996\ \text{eV nm}}{11.7\times5\ \text{nm}}\times0.69315
=24.615\ \text{meV}\times0.69315=17.06\ \text{meV}.
\]

One, two, four and eight terms of the series give 12.31, 15.38, 16.79 and 17.05 meV. With the permittivities fixed, \(U=85.3\ \text{meV nm}/t\), or 28.4 meV at 3 nm and 8.5 meV at 10 nm. Replacing both oxides by a thick insulator of permittivity 22 changes the 5 nm value to −6.6 meV.

The formula was tested against the field energy, obtained by solving the interface conditions numerically for each \(k\) and subtracting the bulk energy. For thicknesses of 3, 5 and 10 nm and outer permittivities of 1, 2.1, 3.9 and 22, the largest difference relative to the formula was \(2\times10^{-15}\). This confirms the algebra, including the factor one half; it says nothing about how well the model describes a device.

**Subband.** For a confinement mass of \(0.92m_0\), the hard-wall level is 16.3 meV, similar to \(U\). It scales as \(1/t^2\), so the two are equal at 4.8 nm and \(U\) is the larger in thicker films. The average of \(U(z)\) over the ground state is 19.8 meV, 16% above the midplane value. Diagonalization with the full profile gives a shift of 19.6 meV, and 19.7 meV for a mass of \(0.19m_0\). The shift thus depends little on the mass in this example. The outer 0.3 nm at both walls contributes 0.24 meV to the average. That is small, but it is a hard-wall figure: with a barrier of 3.1 eV and an oxide mass of \(0.5m_0\), the amplitude penetrates about 0.16 nm.

**Oxide response.** The static value 3.9 includes the motion of the oxide's ions. If the ions cannot follow the electron, the electronic permittivity, roughly 2.1, applies instead, and \(U\) becomes 29.3 meV, 72% above the static result. A thermal in-plane speed \(v=\sqrt{2k_BT/m}\) at 300 K, with \(m=0.19m_0\), gives a transit energy \(\hbar v/t\) of 29 meV, against roughly 60 meV for the lowest polar phonon of the oxide (a second mode, near 140 meV, carries a comparable share of the ionic response). These are not well separated, so the comparison alone does not justify the static approximation. The values 17 and 29 meV describe ions that follow the electron fully and ions that do not follow it at all. They are not rigorous bounds, and finding the actual shift requires a dynamical treatment of the electron and the phonons. For an electron at the bottom of the subband the relevant energy is the recoil \(\hbar^2/(2mt^2)=8\) meV, well below the phonon energy. Second-order perturbation theory at zero temperature, which weights the ionic part of each wave by \(\hbar\omega/(\hbar\omega+\hbar^2k^2/2m)\), then gives about 18 meV, close to the static value.

**Other carriers.** At long wavelengths the potential of a sheet charge in the film is governed by \(\varepsilon_{ox}\). A nondegenerate sheet density \(n_s\) then has the screening length

\[
L=\frac{2\varepsilon_0\varepsilon_{ox}k_BT}{e^2n_s}.
\]

At 300 K this is about 1100 nm for \(10^9\ \text{cm}^{-2}\), and extrapolation to \(L=t\) gives \(2.2\times10^{11}\ \text{cm}^{-2}\). That density is well below the degeneracy scale of \(4.1\times10^{12}\ \text{cm}^{-2}\) (two valleys of in-plane mass \(0.19m_0\)), but the long-wavelength assumption fails when \(L\) is as short as \(t\), so the extrapolated density is only a rough scale. The unscreened formula requires \(L\gg t\), and by a wide margin. Replacing \(1/k\) by \(1/(k+1/L)\) in the long-wavelength potential, up to \(k\sim1/t\), gives a rough estimate of how much screening lowers the energy: \(C\ln(L/t)/(2\varepsilon_{ox}L)\). The estimate is somewhat high, because the silicon's larger permittivity already weakens the potential before \(k\) reaches \(1/t\). In this example it amounts to half of \(U\) at \(L=10t\) and a tenth of \(U\) at \(L=100t\), or \(2\times10^9\ \text{cm}^{-2}\). Keeping the full \(k\) dependence of the potential in the film lowers these fractions to about 0.35 and 0.07.

## Use in real devices

The example resembles an ultrathin silicon-on-insulator film between a buried oxide and a deposited oxide, each about 100 nm thick. Treating the conductors beyond both oxides as grounded metals changes \(U\) by −1.19 meV, to 15.9 meV. The distant-gate law gives −1.28 meV. A lightly doped silicon substrate is not a metal: treated as a dielectric of permittivity 11.7, it gives a change of −1.0 meV with a metal above the deposited oxide and −0.2 meV with air there. The thickness condition reads \(d\gg1.5t=7.5\) nm, which 100 nm satisfies. A FinFET breaks this assumption: its gate insulator is only a few nanometres thick. For the same film with 1 nm of oxide and metal gates on both sides, the midplane energy is −6.3 meV, a change of −23 meV that reverses the sign. With film thickness and permittivities held fixed, the sign changes at \(d=2.50\) nm, which is the \(d=t/2\), \(\gamma=1/2\) cancellation derived above. For such a device the integral for \(U_g\) should replace the logarithm, provided that the film is nearly empty of carriers and the gate insulator is a single layer. A stacked insulator needs its own \(r(k)\), and in a channel that is switched on, screening by the other carriers must be included.

In either case the result is one contribution to the energy of a single carrier. It should not be entered as a threshold-voltage shift, which also depends on the carrier population, the gate work function and the band structure. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
film thickness t = 5.0 nm
film permittivity (rough) = 11.7
oxide static permittivity (rough) = 3.9
e^2/(4 pi eps0) = 1.43996 eV nm
image factor gamma = 0.5000
logarithm = 0.69315
prefactor C/(eps_s t) = 24.615 meV
partial sum, 1 terms = 12.307 meV
partial sum, 2 terms = 15.384 meV
partial sum, 4 terms = 16.794 meV
partial sum, 8 terms = 17.052 meV
partial sum, 16 terms = 17.062 meV
midplane U, formula = 17.062 meV
midplane U, field energy = 17.062 meV
largest relative formula error = 2.0e-15
U times t = 85.31 meV nm
U at t = 3 nm: 28.436 meV
U at t = 10 nm: 8.531 meV
U at t = 20 nm: 4.265 meV
high permittivity insulator (rough) = 22.0
U with that insulator = -6.565 meV
thermal energy at 300 K = 25.85 meV
heavy, light masses (rough) = 0.92, 0.19 m0
hard-wall level, heavy mass = 16.35 meV
hard-wall level, light mass = 79.16 meV
thickness where U = heavy level: 4.79 nm
image energy averaged over ground state = 19.77 meV
average divided by midplane U = 1.159
full subband shift, heavy mass = 19.63 meV
full subband shift, light mass = 19.74 meV
average from outer 0.3 nm at both walls = 0.24 meV
barrier, oxide mass (rough) = 3.1 eV, 0.5 m0
amplitude penetration depth = 0.157 nm
thick oxide d = 100 nm
gate correction, full = -1.194 meV
gate correction, distant law = -1.280 meV
U with gates at thick oxide = 15.868 meV
U with gates at 1 nm oxide = -6.327 meV
oxide thickness where gated U = 0: 2.50 nm
oxide electronic permittivity (rough) = 2.1
U with electronic permittivity = 29.28 meV
in-plane transit energy hbar v/t = 28.8 meV
oxide polar phonon energy (rough) = 60 meV
screening length at 1e+09 cm^-2 = 1114 nm
density for screening length t = 2.23e+11 cm^-2
degeneracy density scale = 4.10e+12 cm^-2
```
